**Chemical potential of an ideal-gas precursor from box levels**

The program tests $\mu=kT\ln(p\Lambda^3/kT)$ for a structureless molecule and its rise by $kT\ln10$ per tenfold pressure at fixed temperature. Here $\mu$ is the chemical potential per molecule, $p$ the pressure, $T$ the temperature, $k$ the Boltzmann constant and $\Lambda$ the thermal wavelength. It sums the levels of a 10 µm box explicitly, obtains $\mu$ by adding one molecule and $p$ from the mean level energy, and asserts that both agree with the closed formulas. It also asserts that integrating the volume per molecule over pressure gives the same step. For a mass of 100 u at 500 K, the output shows three successive steps of 0.09921 eV between 0.1 and 100 Pa. Two further assertions mark the limits: heating at fixed density raises $p$ but lowers $\mu$, and a dense ideal Bose gas has a step smaller than $kT\ln10$. A count over all ways of sharing molecules between the gas and 100 sites confirms, within the stated tolerance of 0.2%, that the occupation odds rise tenfold at each step.

## Verification by program

```python
"""Result under test: at fixed temperature T an ideal gas has
    mu = kT ln(p Lambda^3 / kT) - kT ln q_int(T),
so a tenfold rise of pressure p raises mu by kT ln 10.
Lambda = h / sqrt(2 pi m kT) is the thermal wavelength, m the molecular mass,
q_int the internal partition function (set to 1 in this model), mu the
chemical potential per molecule, with a molecule at rest as energy zero.
The direct side sums particle-in-a-box levels and adds one molecule to N.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln

k = const.k
eV = const.e
mass_u = 100.0
mass = mass_u * const.atomic_mass
T = 500.0
T_hot = 600.0
box = 10e-6
volume = box**3
site_energy = -1.20 * eV
n_sites = 100


def wavelength(temp):
    return const.h / np.sqrt(2 * np.pi * mass * k * temp)


def mu_formula(pressure, temp):
    return k * temp * np.log(pressure * wavelength(temp)**3 / (k * temp))


def level_sums(temp):
    """Explicit one-dimensional sum over states and mean level energy."""
    unit = const.h**2 / (8 * mass * box**2)
    n_max = int(7 * box / wavelength(temp))
    n = np.arange(1, n_max + 1, dtype=float)
    reduced = n**2 * (unit / (k * temp))
    weights = np.exp(-reduced)
    q1 = weights.sum()
    mean_energy = k * temp * (reduced * weights).sum() / q1
    return q1, mean_energy


sums = {temp: level_sums(temp) for temp in (T, T_hot)}


def free_energy(number, temp):
    log_q = 3 * np.log(sums[temp][0])
    return -k * temp * (number * log_q - gammaln(number + 1))


def mu_direct(number, temp):
    return free_energy(number + 1, temp) - free_energy(number, temp)


def pressure_direct(number, temp):
    return number * 2 * (3 * sums[temp][1]) / (3 * volume)


kT = k * T
lam = wavelength(T)
step = kT * np.log(10)

# Sum over levels against the integral and its end correction.
q1 = sums[T][0]
assert abs(q1 - (box / lam - 0.5)) < 1e-4

# Chemical potential and pressure from levels against the closed formulas.
# Adding a whole molecule to N leaves a relative error of order 1/N.
n_first = int(round(0.1 * volume / kT))
numbers = [n_first * 10**i for i in range(4)]
pressures = [pressure_direct(N, T) for N in numbers]
mus = [mu_direct(N, T) for N in numbers]
for N, p, mu in zip(numbers, pressures, mus):
    assert abs(p * volume / (N * kT) - 1) < 2e-6
    assert abs(mu - mu_formula(p, T)) < 1e-4 * kT
steps = np.diff(mus)
assert np.all(np.abs(steps - step) < 1e-4 * kT)

# Thermodynamic road: integrate the volume per molecule over pressure.
work = quad(lambda p: kT / p, 1.0, 10.0)[0]
assert abs(work / step - 1) < 1e-8

# Heating at fixed density raises the pressure but lowers mu.
N_heat = numbers[2]
p_hot = pressure_direct(N_heat, T_hot)
mu_hot = mu_direct(N_heat, T_hot)
assert abs(mu_hot - mu_formula(p_hot, T_hot)) < 1e-4 * kT
assert p_hot > pressures[2] and mu_hot < mus[2]


# Ideal spin-zero Bose gas: x = p Lambda^3/kT = sum_j z^j / j^(5/2).
def bose_fugacity(x):
    j = np.arange(1, 3001, dtype=float)
    return brentq(lambda z: np.sum(z**j / j**2.5) - x,
                  0.5 * x, min(1.5 * x, 0.99), xtol=1e-30)


x_dilute = pressures[2] * lam**3 / kT
dilute_shift = np.log(bose_fugacity(10 * x_dilute) / bose_fugacity(x_dilute))
dense_shift = np.log(bose_fugacity(1.0) / bose_fugacity(0.1))
assert abs(dilute_shift - np.log(10)) < 1e-9
assert dense_shift < np.log(10) - 0.05


# Coverage from all ways to share N molecules between gas and surface sites.
def coverage_direct(number):
    a = np.arange(n_sites + 1)
    log_w = (gammaln(n_sites + 1) - gammaln(a + 1) - gammaln(n_sites - a + 1)
             - a * site_energy / kT + (number - a) * 3 * np.log(q1)
             - gammaln(number - a + 1))
    w = np.exp(log_w - log_w.max())
    return (a * w).sum() / w.sum() / n_sites


coverages = [coverage_direct(N) for N in numbers]
for p, theta in zip(pressures, coverages):
    odds_formula = np.exp((mu_formula(p, T) - site_energy) / kT)
    assert abs(theta - odds_formula / (1 + odds_formula)) < 1e-3
odds = np.array([t / (1 - t) for t in coverages])
odds_ratios = odds[1:] / odds[:-1]
assert np.all(np.abs(odds_ratios / 10 - 1) < 2e-3)

print(f"molecular mass: {mass_u:.0f} u")
print(f"temperature: {T:.0f} K")
print(f"kT: {kT / eV:.5f} eV")
print(f"thermal wavelength: {lam * 1e12:.3f} pm")
print(f"box edge: {box * 1e6:.0f} micrometre")
print(f"box edge / wavelength: {box / lam:.2f}")
print(f"explicit one-dimensional level sum: {q1:.2f}")
print(f"ln 10: {np.log(10):.5f}")
print(f"kT ln 10 at 500 K: {step / eV:.5f} eV")
print(f"kT ln 10 at 500 K: {step * const.N_A / 1000:.3f} kJ/mol")
print(f"kT ln 10 at 300 K: {k * 300 * np.log(10) / eV:.5f} eV")
print(f"site free energy: {site_energy / eV:.2f} eV")
print(f"number of sites: {n_sites}")
for N, p, mu, theta in zip(numbers, pressures, mus, coverages):
    print(f"N = {N}: p = {p:.4g} Pa, p Lambda^3/kT = {p * lam**3 / kT:.3e}")
    print(f"  mu from levels = {mu / eV:.5f} eV, "
          f"from formula = {mu_formula(p, T) / eV:.5f} eV")
    print(f"  equilibrium coverage = {theta:.4f}")
for i, (s, r) in enumerate(zip(steps, odds_ratios), 1):
    print(f"tenfold step {i}: mu rises {s / eV:.5f} eV, odds ratio {r:.3f}")
print(f"integral of v dp, 1 to 10 Pa: {work / eV:.5f} eV")
print(f"heated at fixed density to {T_hot:.0f} K: p = {p_hot:.3f} Pa")
print(f"  mu after heating = {mu_hot / eV:.5f} eV")
print(f"  change of mu on heating = {(mu_hot - mus[2]) / eV:.5f} eV")
print(f"Bose gas shift/kT, dilute, 10 to 100 Pa: {dilute_shift:.5f}")
print(f"Bose gas shift/kT, p Lambda^3/kT 0.1 to 1: {dense_shift:.5f}")
print("checks complete")
```

Output:

```
molecular mass: 100 u
temperature: 500 K
kT: 0.04309 eV
thermal wavelength: 7.808 pm
box edge: 10 micrometre
box edge / wavelength: 1280811.14
explicit one-dimensional level sum: 1280810.64
ln 10: 2.30259
kT ln 10 at 500 K: 0.09921 eV
kT ln 10 at 500 K: 9.572 kJ/mol
kT ln 10 at 300 K: 0.05953 eV
site free energy: -1.20 eV
number of sites: 100
N = 14486: p = 0.1 Pa, p Lambda^3/kT = 6.894e-15
  mu from levels = -1.40497 eV, from formula = -1.40497 eV
  equilibrium coverage = 0.0085
N = 144860: p = 1 Pa, p Lambda^3/kT = 6.894e-14
  mu from levels = -1.30576 eV, from formula = -1.30576 eV
  equilibrium coverage = 0.0791
N = 1448600: p = 10 Pa, p Lambda^3/kT = 6.894e-13
  mu from levels = -1.20655 eV, from formula = -1.20655 eV
  equilibrium coverage = 0.4621
N = 14486000: p = 100 Pa, p Lambda^3/kT = 6.894e-12
  mu from levels = -1.10734 eV, from formula = -1.10734 eV
  equilibrium coverage = 0.8957
tenfold step 1: mu rises 0.09921 eV, odds ratio 10.000
tenfold step 2: mu rises 0.09921 eV, odds ratio 10.000
tenfold step 3: mu rises 0.09921 eV, odds ratio 10.000
integral of v dp, 1 to 10 Pa: 0.09921 eV
heated at fixed density to 600 K: p = 12.000 Pa
  mu after heating = -1.46200 eV
  change of mu on heating = -0.25545 eV
Bose gas shift/kT, dilute, 10 to 100 Pa: 2.30259
Bose gas shift/kT, p Lambda^3/kT 0.1 to 1: 2.11933
checks complete
```
